# Direct Ion Flux at the Centre of a Trench Floor

## A beam with one transverse speed

A long trench has width $w$, depth $L$ and vertical walls. Put its mouth in the plane $z=0$, its floor at $z=L$, and its centre line at $x=0$. Ions enter uniformly over the mouth with downward speed $v_z$. Suppose first that half of them have transverse velocity $+u$ and half $-u$.

An ion reaches the floor after a time $L/v_z$, having moved sideways by $uL/v_z$. Each half of the beam therefore casts on the floor an image of the mouth, displaced by $\pm uL/v_z$, and the part of the image beyond a wall is missing. The floor's centre lies in both images if $uL/v_z<w/2$ and in neither if $uL/v_z>w/2$. Its direct flux is thus all or nothing, with the switch at

$$v_c=\frac{w\,v_z}{2L}.$$

A thermal beam is a mixture of such pairs, and the centre receives those with $u<v_c$.

## Theorem

**Assumptions.**

1. The trench is infinitely long in $y$, and ions enter uniformly over its mouth.
2. Every ion of mass $M$ has the same axial energy $E=\tfrac12Mv_z^2$ at the mouth.
3. The transverse velocity $v_x$ has the density
$$g(v_x)=\sqrt{\frac{M}{2\pi kT}}\;e^{-Mv_x^2/2kT},$$
so its mean is zero and its variance is $kT/M$.
4. Inside the trench there are no forces and no collisions.
5. An ion that touches a wall is not counted.

**Theorem.** The direct flux at the floor's centre, divided by the flux on an open horizontal surface, is

$$f=\operatorname{erf}(a),\qquad a=\frac{w}{2L}\sqrt{\frac{E}{kT}} .$$

Here $T$ describes one velocity component at the mouth. A planar, collisionless sheath exerts no sideways force, so $T$ then keeps its sheath-edge value while $E$ grows.

**Lemma 1 (flux as a probability).** The relative direct flux at a floor point is the integral of $g(v_x)$ over those $v_x$ whose path, traced back from that point, reaches the mouth without touching a wall.

*Proof.* The flux on a horizontal surface is $\int v_zF\,d^3v$, where $F$ is the phase-space density. Without collisions $F$ is constant along a trajectory. At the floor it therefore equals its mouth value if the path is clear, and zero if the path meets a wall. All ions share one $v_z$, so this factor is common to the floor flux and the open flux and cancels in their ratio. The integral over $v_y$ gives 1 in both, because motion along the trench meets no wall. What remains is $\int_{\rm clear}g\,dv_x$. ∎

**Lemma 2 (clear paths).** The path to the centre is clear when $|v_x|<v_c$ and blocked when $|v_x|>v_c$.

*Proof.* The straight path ending at $x=0$ starts at $x_m=-v_xL/v_z$. Between floor and mouth $|x|$ grows steadily from 0 to $|x_m|$. The path therefore avoids both walls when $|x_m|<w/2$, which is $|v_x|<v_c$, and crosses a wall when $|x_m|>w/2$. ∎

*Proof of the theorem.* By the two lemmas, $f=\int_{-v_c}^{v_c}g\,dv_x$. Substitute $s=v_x\sqrt{M/2kT}$, so that $dv_x=\sqrt{2kT/M}\,ds$. The prefactors combine to $1/\sqrt\pi$, and since the integrand is even,

$$f=\frac{2}{\sqrt\pi}\int_0^{v_c\sqrt{M/2kT}}e^{-s^2}ds=\operatorname{erf}\!\left(v_c\sqrt{\frac{M}{2kT}}\right).$$

With $v_z=\sqrt{2E/M}$,

$$v_c\sqrt{\frac{M}{2kT}}=\frac{w}{2L}\sqrt{\frac{2E}{M}}\sqrt{\frac{M}{2kT}}=\frac{w}{2L}\sqrt{\frac{E}{kT}}=a. \qquad ∎$$

The mass cancels: a heavier ion is slower in both directions by the same factor.

## Limits and the depth for a given flux

For a deep trench, $a\ll1$, expand $e^{-s^2}=1-s^2+\dots$ and integrate:

$$f=\frac{2}{\sqrt\pi}\left(a-\frac{a^3}{3}+\dots\right)\approx\frac wL\sqrt{\frac{E}{\pi kT}} .$$

The direct flux then falls as $1/L$, because the accepted velocity window shrinks as $1/L$ around the flat top of the Gaussian.

For a shallow trench, $a\gg1$, integrate the shadowed part by parts, writing $e^{-s^2}=(2s\,e^{-s^2})/(2s)$:

$$1-f=\frac2{\sqrt\pi}\int_a^\infty e^{-s^2}ds=\frac{e^{-a^2}}{a\sqrt\pi}-\frac{2}{\sqrt\pi}\int_a^\infty\frac{e^{-s^2}}{2s^2}ds .$$

The last term is smaller than $(1-f)/(2a^2)$, since $s\ge a$ there. Hence $1-f\approx e^{-a^2}/(a\sqrt\pi)$, and shadowing is exponentially small.

Solving $\operatorname{erf}(a)=f$ for the aspect ratio gives

$$\frac Lw=\frac{\sqrt{E/kT}}{2\,\operatorname{erf}^{-1}(f)} .$$

Under the five assumptions, and at fixed $f$ and $T$, the reachable aspect ratio grows as $\sqrt E$.

## Away from the centre

**Proposition.** At $x=\xi w/2$ with $|\xi|\le1$, the relative direct flux is

$$f(\xi)=\tfrac12\big[\operatorname{erf}(a(1+\xi))+\operatorname{erf}(a(1-\xi))\big].$$

*Proof.* The path starts at $x_m=\xi w/2-v_xL/v_z$. The condition $-w/2<x_m<w/2$ becomes $-(1-\xi)v_c<v_x<(1+\xi)v_c$. The integral of $g$ from 0 to $bv_c$ is $\tfrac12\operatorname{erf}(ab)$; adding the two sides gives the result. ∎

The derivative is

$$\frac{df}{d\xi}=\frac{a}{\sqrt\pi}\left[e^{-a^2(1+\xi)^2}-e^{-a^2(1-\xi)^2}\right],$$

which is negative for $0<\xi\le1$. The centre is therefore the maximum. The corner receives $\tfrac12\operatorname{erf}(2a)$, at most one half, because one wall hides every ion coming from its side.

## Worked example

Take Ar$^+$ ions, $w=50$ nm, $L=1000$ nm, $E=200$ eV and $kT=0.10$ eV. Then $\sqrt{E/kT}=\sqrt{2000}=44.72$ and $w/2L=0.025$, so

$$a=0.025\times44.72=1.118,\qquad f=\operatorname{erf}(1.118)=0.886 .$$

In velocities, the axial speed is 31.08 km/s and the cut-off is $0.025\times31.08=0.777$ km/s, against an rms transverse speed of 0.491 km/s. In angles projected on the $x$-$z$ plane, the centre accepts ions within $1.43^\circ$ of the vertical, and the rms angle of the incoming beam is $0.91^\circ$. At the centre, about 11% of the flux is shadowed. The corner receives 0.499.

With $E$ and $T$ held fixed, the centre flux is 0.998 at $L/w=10$, 0.571 at 40 and 0.307 at 80. A direct fraction of 0.9 is reached at $L/w=19.2$, and 0.5 at 46.9. With the trench and $E$ held fixed, $kT=0.05$ eV gives 0.975 and $kT=0.30$ eV gives 0.639, so the transverse temperature must be known well before $f$ is.

## When the assumptions are relaxed

### A spread of axial energies

If the axial energies are distributed, and $v_x$ has the same Gaussian at each energy, the theorem holds for each energy class. The classes add in proportion to the flux they carry, so $f$ is the flux-weighted mean of $\operatorname{erf}(c\sqrt E)$, with $c=w/(2L\sqrt{kT})$. Since

$$\frac{d}{dE}\operatorname{erf}(c\sqrt E)=\frac{c}{\sqrt{\pi E}}\,e^{-c^2E}$$

decreases with $E$, the function is concave, and spreading the energy at fixed mean lowers $f$. A sinusoidal modulation of $\pm50$ eV, with equal flux at each phase, changes 0.886 to 0.881.

### Reflecting walls

Let the walls reflect ions specularly and without loss. Every path traced back from the floor then reaches the mouth after some number of bounces, with $|v_x|$ and $v_z$ unchanged. As $g$ is even, Lemma 1 now gives $\int_{-\infty}^{\infty}g\,dv_x=1$: the total flux is that of an open surface, and reflected ions supply the missing $1-f$. If each bounce is survived with some probability, the total lies between $f$ and 1. Other scattering laws can redistribute the flux, so $1-f$ does not bound their contribution.

A simulation of two million ions, counted over the central tenth of the floor, gave a direct flux of 0.885 and a total of 1.002 with lossless reflection, in agreement with both statements within its statistical scatter.

### A voltage between the walls

Let the walls differ in potential by $U$, giving a uniform sideways force $eU/w$ along $+x$. Neglect the fringing field at the mouth. In the flight time $t=L/v_z$ the force displaces an ion by

$$D=\frac12\,\frac{eU}{wM}\,\frac{L^2}{v_z^2}=\frac{eU\,L^2}{4Ew},$$

where $Mv_z^2=2E$ was used. An ion landing at the centre started at $x_m=-v_xt-D$, with $v_x$ its velocity at the mouth. The path must start within the mouth and also clear the walls on the way. At a fraction $r$ of the flight time before landing, its position is $x=-pr+Dr^2$, with $p=v_xt+2D$. This curve is convex in $r$, so its largest value is at an end, where it is below $w/2$. An interior minimum needs $0<p<2D$ and has the value $-p^2/4D>-D$. For $D\le w/2$ it therefore misses the wall, and the mouth condition alone decides:

$$-\frac w2-D<v_xt<\frac w2-D .$$

The force changes all transverse velocities by the same amount, so $dv_x$ is the same at floor and mouth, and Lemma 1 can be used with $g$ taken at the mouth. Since $w/(2t)=v_c$,

$$f=\tfrac12\left[\operatorname{erf}\!\left(a\Big(1+\frac{2D}{w}\Big)\right)+\operatorname{erf}\!\left(a\Big(1-\frac{2D}{w}\Big)\right)\right].$$

For $U=0.2$ V, $D=0.2\times1000^2/(4\times200\times50)=5.0$ nm and $f=0.868$. The shift reaches $w/2$ at $eU=2E(w/L)^2$, here 1.00 V, where $f$ has dropped to 0.499. A voltage 200 times smaller than $E/e$ matters this much because the displacement carries the factor $(L/w)^2=400$.

### A positively charged floor

Let the floor stand at potential $V_f$ above the mouth, with a uniform axial field and $eV_f<E$. The transverse velocity is unchanged, and so is $v_z\,dv_z=d(\tfrac12Mv_z^2)/M$, because all ions lose the same energy. Only the flight time enters. Under uniform deceleration it is $L$ divided by the mean of the first and last speeds, so in $a$ the root $\sqrt E$ is replaced by $\tfrac12(\sqrt E+\sqrt{E-eV_f})$. For $V_f=20$ V this gives $f=0.877$. A uniform axial field requires a wall potential that rises linearly with depth. If the walls are instead grounded conductors, the field of the floor is confined to a height of order $w/\pi$ and pushes ions sideways toward the walls; the same 20 V then gives about 0.84.

### Image attraction to the walls

An ion at distance $d$ from a conducting wall is attracted by an image charge at distance $2d$, with force $C/d^2$, where $C=e^2/16\pi\varepsilon_0=0.360$ eV nm. At the centre line the pulls of the two walls cancel, but the balance is unstable. With the nearest image in each wall,

$$F=\frac{C}{(w/2-x)^2}-\frac{C}{(w/2+x)^2}=\frac{2Cwx}{(w^2/4-x^2)^2}\approx\frac{32\,C}{w^3}\,x$$

near the centre. Numerical integration of the paths with the full $F$, its distances cut off below 0.3 nm and the force taken to start abruptly at the mouth, gives $f=0.734$. This value does not change for cutoffs up to 1 nm. The further images of two parallel walls lower it by about 0.003. For thick dielectric walls the nearest-image force is scaled by $(\varepsilon-1)/(\varepsilon+1)$, which gives about 0.78 for $\varepsilon=3.9$. Among the relaxed assumptions tried here, with the beam and trench of the example, only the 1 V wall voltage changes the direct flux more.

The linear part of the force shows the mechanism. The equation of the path is $d^2x/dz^2=F/2E=\kappa^2x$, with $\kappa^2=16C/(Ew^3)$. Traced back a height $h$ from the floor's centre, a path with slope $q$ at the floor has

$$x=-\frac q\kappa\sinh\kappa h,\qquad \frac{dx}{dz}=q\cosh\kappa h .$$

A slope interval at the mouth is thus compressed by $1/\cosh\kappa L$ at the floor: neighbouring ions are spread apart and the flux is diluted. The limiting path has $|x|=w/2$ at the mouth, where its slope is $(w/2)\kappa\coth\kappa L$ instead of $w/2L$. Therefore

$$f_{\rm lin}=\frac{\operatorname{erf}(a\,\kappa L\coth\kappa L)}{\cosh\kappa L}.$$

Here $(\kappa L)^2=16\times0.360\times1000^2/(200\times50^3)=0.23$, so $\kappa L=0.48$ and $f_{\rm lin}\approx0.82$. The full force exceeds its linear part everywhere off the centre line, and this excess accounts for the further drop to 0.734.

### Collisions

With gas density $n=p/kT_g$ and a constant cross-section $\sigma$, the mean free path is $1/(n\sigma)$. For 10 mTorr, $T_g=400$ K and $\sigma=5\times10^{-19}$ m$^2$ it is 8.3 mm. The collision probability within the trench is about $10^{-4}$, but in a sheath 1.0 mm thick it is $1-e^{-1/8.3}=0.114$. If no collided ion reaches the centre directly, the flux is $0.886\times0.886=0.785$; if all do, it is $0.785+0.114=0.899$. The true value for this sheath depends on the energies and angles after collision and lies between these limits, provided that each collision passes on one ion and the flux entering the mouth stays uniform.

## The model beside a real trench

The example lies in the regime of low-pressure plasma etching of narrow trenches. Its energies, temperatures, sheath thickness and cross-section are rough typical values, not measurements on one reactor. Among the relaxed assumptions computed for this example, force-free flight is the one whose failure changes the direct flux most; at other pressures or beam energies the order can differ. Image attraction to ideally conducting walls moves the centre flux from 0.89 to 0.73, and a wall-to-wall voltage of 1 V would move it to 0.50. Real sidewalls may carry insulating films and uneven charge, for which neither figure is a prediction. The formula gives the geometrical shadowing of a thermal beam. It is not an etch rate, which also depends on reflected ions, neutral species and surface reactions. The main values are collected in the numerical output below.

## Table of computed values

```
trench width w = 50 nm
trench depth L = 1000 nm
aspect ratio L/w = 20
axial energy E = 200 eV
transverse kT = 0.10 eV
transverse T = 1160 K
axial speed of Ar+ = 31.08 km/s
rms transverse speed = 0.491 km/s
cut-off transverse speed = 0.777 km/s
rms angle = 0.906 deg
acceptance half-angle = 1.432 deg
sqrt(E/kT) = 44.72
a = 1.1180
direct fraction at centre, erf(a) = 0.8862
shadowed fraction at centre = 0.1138
direct fraction at corner = 0.4992
Monte Carlo, direct at centre = 0.885
Monte Carlo, with reflections = 1.002
L/w = 5: direct fraction = 1.0000
L/w = 10: direct fraction = 0.9984
L/w = 20: direct fraction = 0.8862
L/w = 40: direct fraction = 0.5708
L/w = 80: direct fraction = 0.3074
kT = 0.05 eV: direct fraction = 0.9747
kT = 0.10 eV: direct fraction = 0.8862
kT = 0.30 eV: direct fraction = 0.6387
L/w for direct fraction 0.9 = 19.2
L/w for direct fraction 0.5 = 46.9
rf energy swing = +/- 50 eV
fraction with rf swing = 0.8811
wall-to-wall voltage = 0.2 V
lateral shift = 5.0 nm
fraction with lateral field = 0.8682
voltage for shift w/2 = 1.00 V
fraction at that voltage = 0.4992
floor potential = 20 V
fraction with charged floor = 0.8766
image constant = 0.360 eV nm
fraction with image force = 0.734
gas pressure = 10 mTorr
gas temperature = 400 K
collision cross-section = 5e-19 m^2
sheath thickness = 1.0 mm
ion mean free path = 8.3 mm
collided in sheath = 0.114
centre fraction, collided ions lost = 0.785
centre fraction, collided all arrive = 0.899
collision probability in trench = 1.2e-04
```
